# The Scharfetter-Gummel flux and its exact zero in Boltzmann equilibrium

Two mesh nodes lie 10 nm apart in a semiconductor film at 300 K. The electrostatic potential at the second is 0.1 V higher than at the first, and the electron densities are $1.0\times10^{16}$ and $4.785\times10^{17}\ \mathrm{cm^{-3}}$. These densities are in Boltzmann equilibrium to the digits given, so no current flows, provided both lie well below the effective density of states of the band. Yet with a mobility of $10\ \mathrm{cm^2/(V\,s)}$, the ordinary central-difference formula gives a current density of $-1.97\times10^4\ \mathrm{A/cm^2}$. The error comes from the density assumed between the nodes, and it disappears when that density is obtained from the transport equation itself.

Let $x$ run from node 0 at $x=0$ to node 1 at $x=h$, and let $J$ be the conventional electron current density, positive towards node 1. With elementary charge $q>0$, mobility $\mu$, diffusivity $D$, density $n$ and potential $\psi$, the drift-diffusion law is

$$J=q\mu nE+qD\frac{dn}{dx},\qquad E=-\frac{d\psi}{dx}.$$

The diffusion term is positive because electrons diffuse down their density gradient and carry negative charge. Assume a uniform temperature $T$, constant mobility and band parameters, and Boltzmann statistics. The Einstein relation is then $D=\mu V_T$, with $V_T=k_BT/q$. Substituting $\mu=D/V_T$ and dividing by $qD$ gives

$$\frac{dn}{dx}-\frac{n}{V_T}\frac{d\psi}{dx}=\frac{J}{qD}.$$

Two further assumptions concern the edge. The potential is taken to be linear between the nodes, and $J$ is taken to be constant. The second holds in a steady state without generation or recombination, because charge conservation then reads $dJ/dx=0$. Define

$$s=\frac{x}{h},\qquad \Delta=\frac{\psi_1-\psi_0}{V_T},\qquad j=\frac{Jh}{qD}.$$

The reduced flux $j$ has the dimension of a density. Since $d\psi/dx=V_T\Delta/h$, multiplying the transport equation by $h$ leaves

$$\frac{dn}{ds}-\Delta n=j. \tag{1}$$

Integrating this equation over the edge already locates the fault of the central difference:

$$j=n_1-n_0-\Delta\langle n\rangle,\qquad \langle n\rangle=\int_0^1 n\,ds. \tag{2}$$

The diffusion contribution $n_1-n_0$ needs no approximation. The drift contribution needs the mean density along the edge, for which the central scheme substitutes $(n_0+n_1)/2$. In equilibrium $j=0$, so for the linear potential the exact mean is $(n_1-n_0)/\Delta$. Here $V_T=0.025852$ V and $\Delta=0.1/0.025852=3.868$, so the mean is $4.685\times10^{17}/3.868=1.211\times10^{17}\ \mathrm{cm^{-3}}$. The arithmetic average is $2.443\times10^{17}\ \mathrm{cm^{-3}}$, about twice as large. The central formula therefore doubles the drift current while keeping the correct diffusion current, and the two no longer cancel.

To find the flux without guessing the mean, multiply (1) by the integrating factor $e^{-\Delta s}$. The product rule turns the left side into a single derivative:

$$\frac{d}{ds}\left(ne^{-\Delta s}\right)=e^{-\Delta s}\left(\frac{dn}{ds}-\Delta n\right)=je^{-\Delta s}.$$

For $\Delta\ne0$, integration from 0 to 1 with constant $j$ gives

$$n_1e^{-\Delta}-n_0=j\,\frac{1-e^{-\Delta}}{\Delta}.$$

Solve for $j$ and separate the two densities. In the first term, multiply numerator and denominator by $e^\Delta$:

$$j=\frac{\Delta e^{-\Delta}}{1-e^{-\Delta}}\,n_1-\frac{\Delta}{1-e^{-\Delta}}\,n_0
=\frac{\Delta}{e^\Delta-1}\,n_1-\frac{-\Delta}{e^{-\Delta}-1}\,n_0.$$

Both coefficients are values of the Bernoulli function

$$B(z)=\frac{z}{e^z-1},\qquad B(0)=1,$$

where the value at zero is the limit, since $e^z-1=z+O(z^2)$. Restoring the dimensional factor gives the Scharfetter-Gummel formula,

$$J=\frac{qD}{h}\left[B(\Delta)n_1-B(-\Delta)n_0\right]. \tag{3}$$

For $\Delta=0$, equation (1) reduces to $dn/ds=j$, so $j=n_1-n_0$, in agreement with (3).

The zero-flux property follows from an identity between the two coefficients:

$$B(-\Delta)=\frac{\Delta}{1-e^{-\Delta}}=\frac{\Delta e^\Delta}{e^\Delta-1}=e^\Delta B(\Delta).$$

Inserting it in (3) gives

$$j=B(\Delta)\left(n_1-n_0e^\Delta\right). \tag{4}$$

The function $B$ is positive for every real argument, because $z$ and $e^z-1$ have the same sign and $B(0)=1$. Hence $j=0$ if and only if $n_1/n_0=e^\Delta$, which is the Boltzmann relation between two points in equilibrium. No small step was assumed, so the cancellation holds for any potential difference and any edge length.

For the opening data, $B(\Delta)=0.082556$ and $B(-\Delta)=3.950729$. The diffusivity is $0.25852\ \mathrm{cm^2/s}$ and the prefactor $qD/h$ is $4.142\times10^{-14}\ \mathrm{A\,cm}$. Each of the two terms in (3) is then $1636.4\ \mathrm{A/cm^2}$, and they enter with opposite signs. With $n_1$ computed as $n_0e^\Delta$ rather than rounded to four digits, floating-point evaluation of (3) leaves $3.3\times10^{-13}\ \mathrm{A/cm^2}$, about $2\times10^{-16}$ of either term; the rounded value $4.785\times10^{17}\ \mathrm{cm^{-3}}$ is slightly off equilibrium and gives $-0.17\ \mathrm{A/cm^2}$. The algebraic zero thus survives up to rounding. Over a scan of $\Delta$ from $-30$ to $30$, the largest imbalance relative to the $n_0$ term was $4.1\times10^{-16}$.

Away from equilibrium, the sign of the current is best read from the quasi-Fermi potential $\phi_n$, defined for Boltzmann statistics by $n=C\exp[(\psi-\phi_n)/V_T]$, with $C$ constant along the edge. Writing $\delta\phi=\phi_{n1}-\phi_{n0}$, the density ratio is

$$\frac{n_1}{n_0}=\exp\left(\Delta-\frac{\delta\phi}{V_T}\right).$$

Taking $B(-\Delta)n_0$ out of (3), and using $B(\Delta)/B(-\Delta)=e^{-\Delta}$, we get

$$j=B(-\Delta)n_0\left(e^{-\Delta}\frac{n_1}{n_0}-1\right)
=B(-\Delta)n_0\left(e^{-\delta\phi/V_T}-1\right). \tag{5}$$

Conventional current therefore flows from higher to lower $\phi_n$, whatever the sign of the electric field, and it stops when $\phi_n$ is equal at both nodes.

Now lower the second density to $n_1=2\times10^{17}\ \mathrm{cm^{-3}}$ and keep the other parameters. Formula (3) gives

$$B(\Delta)n_1-B(-\Delta)n_0=(1.651-3.951)\times10^{16}\ \mathrm{cm^{-3}}=-2.300\times10^{16}\ \mathrm{cm^{-3}},$$

and multiplication by $qD/h$ gives $J=-952.5\ \mathrm{A/cm^2}$. Electrons move towards node 1, where the potential is higher, because diffusion no longer fully opposes their drift. The quasi-Fermi potential difference confirms the direction:

$$\delta\phi=0.1\ \mathrm{V}-V_T\ln20=0.02255\ \mathrm{V}.$$

It is positive, so by (5) the conventional current is negative. A Chebyshev collocation solution of the continuity equation, with the flux evaluated from its definition, gives the same current to the printed digits.

The density between the nodes follows by integrating from 0 to $s$ instead of to 1:

$$n(s)=n_0e^{\Delta s}+j\,\frac{e^{\Delta s}-1}{\Delta}
=n_0+\left(n_0+\frac{j}{\Delta}\right)\left(e^{\Delta s}-1\right).$$

Setting $s=1$ fixes the bracket as $(n_1-n_0)/(e^\Delta-1)$, so that

$$n(s)=n_0+(n_1-n_0)\frac{e^{\Delta s}-1}{e^\Delta-1}. \tag{6}$$

At the midpoint of the current-carrying edge this is $3.40\times10^{16}\ \mathrm{cm^{-3}}$, whereas a straight line between the nodal values gives $1.05\times10^{17}\ \mathrm{cm^{-3}}$. Most of the rise is concentrated near node 1. As $\Delta\to0$, the fraction in (6) tends to $s$ and the profile becomes linear.

The connection with simpler flux formulas appears when $B$ is split into even and odd parts. The sum and difference of the coefficients are

$$B(\Delta)+B(-\Delta)=\Delta\,\frac{1+e^\Delta}{e^\Delta-1}=\Delta\coth\frac{\Delta}{2},$$

$$B(\Delta)-B(-\Delta)=\Delta\,\frac{1-e^\Delta}{e^\Delta-1}=-\Delta.$$

Half the sum plus or minus half the difference gives $B(\pm\Delta)=(\Delta/2)\coth(\Delta/2)\mp\Delta/2$, and (3) becomes

$$j=\frac{\Delta}{2}\coth\frac{\Delta}{2}\,(n_1-n_0)-\Delta\,\frac{n_0+n_1}{2}. \tag{7}$$

This is the central-difference flux with its diffusion term multiplied by $(\Delta/2)\coth(\Delta/2)$. Put $y=\Delta/2$. For small $y$,

$$y\coth y=\frac{1+y^2/2+\cdots}{1+y^2/6+\cdots}=1+\frac{y^2}{3}+O(y^4)=1+\frac{\Delta^2}{12}+O(\Delta^4).$$

The central scheme is thus recovered for $|\Delta|\ll1$, with leading correction $\Delta^2(n_1-n_0)/12$. In the example the factor is $(0.0826+3.9507)/2=2.017$, far from unity. It compensates the overestimated mean density found from (2).

In the opposite limit, $\Delta\to+\infty$, the coefficients behave as $B(-\Delta)\to\Delta$ and $B(\Delta)\to\Delta e^{-\Delta}$. If also $n_1e^{-\Delta}\ll n_0$, then $j\to-\Delta n_0$, or

$$J\to-\frac{qD\Delta}{h}n_0=-q\mu n_0\frac{\psi_1-\psi_0}{h}=q\mu n_0E.$$

This is pure drift with the density of node 0, the node from which the electrons come. For $\Delta\to-\infty$ the electrons drift the other way, and $j\to|\Delta|n_1$ if $n_0e^{-|\Delta|}\ll n_1$. The formula therefore selects the upstream node by itself. The conditions on the densities matter: in equilibrium they are violated at every $\Delta$, and the two terms remain equal.

Holes need no new integration. Their current is $J_p=q\mu_ppE-qD_p\,dp/dx$, so that $J_ph/(qD_p)=-(dp/ds+\Delta p)$. This is (1) with $\Delta$ replaced by $-\Delta$ and $j$ by $-j$. Making the same replacements in (3) gives

$$J_p=\frac{qD_p}{h}\left[B(\Delta)p_0-B(-\Delta)p_1\right],$$

which vanishes when $p_1/p_0=e^{-\Delta}$, as hole equilibrium requires.

Real space charge bends the potential, so the linear assumption must be examined. Let $u(s)=[\psi(s)-\psi_0]/V_T$ be any smooth profile with $u(0)=0$ and $u(1)=\Delta$. The integrating factor is now $e^{-u}$, and the same steps give

$$j=\frac{n_1e^{-\Delta}-n_0}{\int_0^1e^{-u(s)}\,ds}. \tag{8}$$

The numerator contains nodal values alone, and the denominator is positive. The shape of the potential changes the size of a nonzero current, but neither its sign nor the equilibrium condition. The Scharfetter-Gummel formula is (8) with $u$ replaced by $\Delta s$ in the integral.

For a uniform net negative charge of number density $N$, Poisson's equation gives $\psi''=qN/\varepsilon$, with $\varepsilon$ the permittivity. In reduced units the curvature is the constant

$$c=\frac{d^2u}{ds^2}=\frac{qNh^2}{\varepsilon V_T},\qquad u(s)=\Delta s-\frac{c}{2}s(1-s).$$

The ratio of the Scharfetter-Gummel flux to the true flux is the inverse ratio of the denominators:

$$\frac{j_{SG}}{j}=\frac{\int_0^1e^{-\Delta s}e^{cs(1-s)/2}\,ds}{\int_0^1e^{-\Delta s}\,ds}.$$

Since $0\le s(1-s)\le1/4$, the extra exponential lies between 1 and $e^{c/8}$, and so does the ratio. With $N=10^{17}\ \mathrm{cm^{-3}}$ and relative permittivity 10, $c=0.700$ and the upper bound is 1.091. The computed ratio for the current-carrying edge is 1.049, an overestimate of 4.9% relative to the true current for this prescribed potential. The potential is not self-consistent: the mobile electrons, at up to $2\times10^{17}\ \mathrm{cm^{-3}}$, carry a charge comparable to $N$ and would change the figure. A net positive charge makes $c$ negative and turns the overestimate into an underestimate.

Several edges in series reveal how this error falls. Let $u$ now denote the reduced potential at any point of the mesh, and define $w_i=n_ie^{-u_i}$ at node $i$. On each edge, (8) in dimensional form reads

$$w_{i+1}-w_i=\frac{J}{qD}I_i,\qquad I_i=\int_{x_i}^{x_{i+1}}e^{-u}\,dx>0. \tag{9}$$

The discrete continuity equation makes $J$ the same on all $M$ edges. Summing (9) cancels the intermediate values of $w$:

$$\frac{J}{qD}=\frac{w_M-w_0}{\sum_iI_i}. \tag{10}$$

The Scharfetter-Gummel mesh solution obeys the same relations, with $u$ in each $I_i$ replaced by its linear interpolant. Dividing the curved edge into $M$ equal parts reduces the curvature parameter of each part to $c/M^2$. The linear interpolant lies above the curved potential, so each $I_i$ is underestimated, by a factor between 1 and $e^{c/(8M^2)}$. By (10) the current is then overestimated, with a relative error between 0 and $e^{c/(8M^2)}-1$. On a fine mesh $e^{-u}$ hardly varies within one part, and the mean of $s(1-s)$ over a part is $1/6$, so the error tends to $c/(12M^2)$. For $M=16$ this estimate is $2.28\times10^{-4}$, and the computed error is $2.277\times10^{-4}$. Going from 8 to 16 parts reduces the error by a factor of 3.99, as second-order convergence requires.

Equations (9) and (10) also settle three properties of the whole mesh. If the potential really is linear on every edge, with any kinks only at the nodes, the $I_i$ are exact, so the current and all nodal densities are exact. If the contact densities are in Boltzmann equilibrium, $w_M=w_0$. Then $J=0$ and every $w_i$ is equal, so the Boltzmann densities are reproduced at all nodes even when the potential is strongly curved. A test on an uneven mesh with such a potential gave a largest relative density error of $3.4\times10^{-14}$. Finally, $w$ changes monotonically from one contact to the other because all $I_i$ are positive. Positive contact densities therefore produce positive densities at every node.

The central scheme can lose this last property when the potential step per edge is large. On a uniform mesh with the same $\Delta$ on each edge, equating neighbouring central fluxes gives

$$\left(1-\frac{\Delta}{2}\right)(n_{i+1}-n_i)=\left(1+\frac{\Delta}{2}\right)(n_i-n_{i-1}).$$

For $|\Delta|>2$ the two coefficients have opposite signs, so successive density differences alternate in sign. At $\Delta=3.868$ each difference is $2.934/(-0.934)=-3.14$ times the preceding one. Take six nodes with contact densities of $10^{16}$ and $10^{17}\ \mathrm{cm^{-3}}$. The central scheme gives $-1.83\times10^{16}\ \mathrm{cm^{-3}}$ at the node next to the right contact, which is physically meaningless. The Scharfetter-Gummel value there is $1.188\times10^{16}\ \mathrm{cm^{-3}}$. Its differences grow by the factor $B(-\Delta)/B(\Delta)=e^\Delta=47.9$ per edge, which confines the rise to a thin layer at that contact.

One physical limitation of the formula is the assumption of Boltzmann statistics. In general, let $\eta$ be the Fermi level minus the band edge, divided by $k_BT$. In equilibrium the Fermi level is flat and the band edge follows $-q\psi$, so $d\eta/dx=V_T^{-1}d\psi/dx$. Zero current then requires

$$\mu n\frac{d\psi}{dx}=D\frac{dn}{d\eta}\frac{1}{V_T}\frac{d\psi}{dx},
\qquad\text{hence}\qquad D=\mu V_T\frac{n}{dn/d\eta}.$$

The simple Einstein relation returns when $n\propto e^\eta$. In a strongly accumulated channel the Fermi level can approach or enter the band, and the density then grows more slowly than $e^\eta$. For a three-dimensional parabolic band with $\eta=0$ at node 0 and the same potential step, inserting the Fermi-Dirac equilibrium densities into the unmodified formula leaves a false flux of $-0.83$ times the term $B(-\Delta)n_0$. With $\eta=-12$ at node 0 the corresponding figure is $-1.0\times10^{-4}$. For $n_0=10^{16}\ \mathrm{cm^{-3}}$, as in the opening example, it is about $-0.04$ for a density-of-states mass of $0.3\,m_e$ and about $-0.25$ for $0.067\,m_e$, so whether that example is non-degenerate depends on the material. The exact zero thus belongs to Boltzmann equilibrium, and degenerate films need a flux built on the generalized relation between $D$ and $\mu$.

Trapped charge in an amorphous film does not by itself spoil the result. The density $n$ in (3) is that of the mobile electrons, while the traps enter through the potential. If the mobile density is Boltzmann-distributed and its mobility is constant along the edge, the derivation stands. Capture and release in a transient, or recombination within the edge, make $J$ vary between the nodes, and (3) is then an approximation whose accuracy depends on the mesh.

One numerical precaution concerns nearly equal potentials. Near $z=0$, evaluating $e^z-1$ by subtraction loses digits, because $e^z$ is first rounded to a number close to 1. In double precision that rounding can reach about $10^{-16}$, which is $10^{-4}$ of the difference when $z=10^{-12}$. Direct subtraction indeed gives $B(10^{-12})=0.999911$, while a function that computes $e^z-1$ without the cancellation gives $0.9999999999995$, the correct value $1-z/2$ (printed to twelve digits below). The numerical output below lists these values together with the currents, mesh densities and refinement errors.

## Computed results

```
temperature: 300 K
mobility: 10 cm^2/(V s)
edge length h: 10 nm
potential step psi1-psi0: 0.1 V
density n0: 1.0e+16 cm^-3
thermal voltage: 0.025852 V
diffusivity D: 0.25852 cm^2/s
reduced step delta: 3.86817
B(delta): 0.082556
B(-delta): 3.950729
prefactor q D/h: 4.14195e-14 A cm
worst reduced flux error vs collocation: 3.8e-13
worst relative equilibrium imbalance: 4.1e-16
equilibrium n1: 4.78549e+17 cm^-3
equilibrium term with n1: 1636.371 A/cm^2
equilibrium term with n0: 1636.371 A/cm^2
equilibrium current, SG: 3.3e-13 A/cm^2
equilibrium current, central: -19730.0 A/cm^2
nonequilibrium n1: 2.0e+17 cm^-3
nonequilibrium current, SG: -952.482 A/cm^2
same current, collocation: -952.482 A/cm^2
quasi-Fermi potential phi_n1-phi_n0: 0.022554 V
density at edge midpoint: 3.3997e+16 cm^-3
linear average of n0 and n1: 1.0500e+17 cm^-3
six-node densities (cm^-3): node, SG, central
  0  1.00000e+16  1.00000e+16
  1  1.00000e+16  1.12148e+16
  2  1.00008e+16  7.39890e+15
  3  1.00393e+16  1.93852e+16
  4  1.18807e+16  -1.82654e+16
  5  1.00000e+17  1.00000e+17
uneven-mesh Boltzmann relative error: 3.4e-14
charge number density N: 1.0e+17 cm^-3
relative permittivity: 10
reduced curvature c: 0.69995
SG flux / true flux on curved edge: 1.049106
upper bound exp(c/8): 1.091436
relative current error, 1 edges: 4.911e-02
relative current error, 2 edges: 1.392e-02
relative current error, 4 edges: 3.602e-03
relative current error, 8 edges: 9.087e-04
relative current error, 16 edges: 2.277e-04
last error reduction factor: 3.991
Fermi-Dirac imbalance, eta0=-12: -1.02e-04
Fermi-Dirac imbalance, eta0=0: -0.8300
B(1e-12) by expm1: 0.999999999999
B(1e-12) by direct subtraction: 0.999911107320
```
